# Electronic heat coefficient of a metal: the cost of freezing μ: a program that tests the result

```python
# Result under test: free electrons of density n and Fermi energy E_F have the
# heat capacity per volume C = gamma*T at k_B*T << E_F, with
#     gamma = pi^2 * n * k_B^2 / (2 * E_F).
# n: electrons per m^3; E_F: Fermi energy above the band bottom; T: temperature;
# mu: chemical potential at fixed n; T_F = E_F/k_B: Fermi temperature.
# The reference is the full Fermi-Dirac energy of the gas, found numerically.
import numpy as np
from scipy.constants import k as k_B, e as q_e, hbar, m_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

n = 5.9e28
E_F_eV = 5.53
E_F = E_F_eV * q_e
T_F = E_F / k_B
gamma = np.pi**2 * n * k_B**2 / (2 * E_F)

# --- Explicit count of plane waves in a periodic box ---
R = 60
axis = np.arange(-66, 67)
r2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2)


def electrons_inside(radius):
    return 2 * np.count_nonzero(r2 <= radius**2)


box_side = (electrons_inside(R) / n)**(1 / 3)
E_F_count = (hbar * 2 * np.pi * R / box_side)**2 / (2 * m_e)
k_F = (3 * np.pi**2 * n)**(1 / 3)
E_F_formula = (hbar * k_F)**2 / (2 * m_e)
power = (np.log(electrons_inside(63) / electrons_inside(57))
         / np.log((63 / 57)**2))
assert abs(E_F_count / E_F_formula - 1) < 2e-3   # finite box
assert abs(E_F_formula / E_F - 1) < 2e-3         # rounded input data
assert abs(power - 1.5) < 0.03                   # finite box
g_F = 1.5 * n / E_F

# --- Thermal integral and its alternating series ---


def kernel(x):
    return x**2 * expit(x) * expit(-x)


I_num = 2 * quad(kernel, 0, 60, epsabs=1e-12)[0]
j = np.arange(1, 200001)
series = np.sum((-1.0)**(j + 1) / j**2)
assert abs(I_num - np.pi**2 / 3) < 1e-9
assert abs(series - np.pi**2 / 12) < 1e-9
share_8kT = 2 * quad(kernel, 0, 8)[0] / I_num

# --- Full Fermi-Dirac gas; energies in units of E_F, s = sqrt(E/E_F) ---


def gas(T):
    """Return mu/E_F and the energy per electron divided by E_F."""
    t = T / T_F
    h = 2e-4
    s = np.arange(0, np.sqrt(1 + 45 * t) + h, h)

    def excess(mu):
        return h * np.sum(3 * s**2 * expit((mu - s**2) / t)) - 1

    mu = brentq(excess, 0.5, 1.1, xtol=1e-15, rtol=1e-15)
    return mu, h * np.sum(3 * s**4 * expit((mu - s**2) / t))


def energy_density(T):
    return n * E_F * gas(T)[1]


def heat_capacity(T):
    dT = 0.02 * T
    return (energy_density(T + dT) - energy_density(T - dT)) / (2 * dT)


def deviation(T):
    return heat_capacity(T) / (gamma * T) - 1


T0 = 300.0
C_full = heat_capacity(T0)
dev_300, dev_600, dev_1200 = deviation(T0), deviation(600), deviation(1200)
dev_10000 = deviation(10000)
assert abs(dev_300) < 2e-4
assert dev_600 < 0 and abs(dev_1200 / dev_600 - 4) < 0.2
mu_shift = (gas(T0)[0] - 1) * E_F_eV * 1e3
mu_formula = -np.pi**2 * (k_B * T0)**2 / (12 * E_F) / q_e * 1e3
assert abs(mu_shift / mu_formula - 1) < 1e-3
C_classical = 1.5 * n * k_B
assert gamma * T0 < 0.05 * C_classical
assert abs(gamma - 63) < 0.5

# --- Worked example: thin film heated by a short light pulse ---
fluence = 0.1            # absorbed, mJ/cm^2
thickness = 20.0         # nm
pulse = 100.0            # fs
u_abs = fluence * 1e-3 / 1e-4 / (thickness * 1e-9)
T_hot = np.sqrt(T0**2 + 2 * u_abs / gamma)
u_start = energy_density(T0)
T_hot_full = brentq(lambda T: energy_density(T) - u_start - u_abs,
                    T0, 5000, xtol=1e-6)
assert abs(T_hot / T_hot_full - 1) < 1e-3
C_lattice = 3 * n * k_B
rise = u_abs / (C_lattice + gamma * T0)
T_common = brentq(lambda T: energy_density(T) - u_start
                  + C_lattice * (T - T0) - u_abs, T0, 1000, xtol=1e-8)
assert abs(rise / (T_common - T0) - 1) < 2e-3

# --- Sizes of neglected effects, from rough typical inputs ---
coupling = 2e16          # electron-lattice coupling, W/(m^3 K)
loss = coupling * (T_hot - T0) * pulse * 1e-15 / u_abs
v_F = np.sqrt(2 * E_F / m_e)
crossing = thickness * 1e-9 / v_F * 1e15
depth = 2.0              # top of filled band below E_F, eV
y = depth * q_e / (k_B * T_hot)
band_share = 10 * n * k_B * y**2 * np.exp(-y) / (gamma * T_hot)
mass_ratio = 1.1
gamma_heavy = np.pi**2 * n * k_B**2 / (2 * E_F / mass_ratio)
T_hot_heavy = np.sqrt(T0**2 + 2 * u_abs / gamma_heavy)
assert loss < 0.1 and crossing < pulse and band_share < 0.01

print(f"electron density n = {n:.2e} 1/m^3")
print(f"given Fermi energy = {E_F_eV:.2f} eV = {E_F:.4e} J")
print(f"Fermi wavevector from n = {k_F:.4e} 1/m")
print(f"Fermi energy from n, formula = {E_F_formula/q_e:.3f} eV")
print(f"Fermi energy from n, box count = {E_F_count/q_e:.3f} eV")
print(f"electrons in counted sphere = {electrons_inside(R)}")
print(f"power of E in state count = {power:.3f} (no unit)")
print(f"Fermi temperature = {T_F:.0f} K")
print(f"k_B = {k_B:.6e} J/K")
print(f"density of states at E_F = {g_F:.4e} 1/(J m^3)")
print(f"thermal integral, quadrature = {I_num:.6f} (no unit)")
print(f"alternating sum = {series:.6f} (no unit)")
print(f"share of integral within 8 k_B T = {100*share_8kT:.1f} %")
print(f"gamma = {gamma:.2f} J/(m^3 K^2)")
print(f"gamma*T at 300 K = {gamma*T0:.4e} J/(m^3 K)")
print(f"full Fermi-Dirac C at 300 K = {C_full:.4e} J/(m^3 K)")
print(f"deviation of full C from gamma*T, 300 K = {100*dev_300:.4f} %")
print(f"same deviation, 600 K = {100*dev_600:.4f} %")
print(f"same deviation, 1200 K = {100*dev_1200:.4f} %")
print(f"same deviation, 10000 K = {100*dev_10000:.2f} %")
print(f"shift of mu at 300 K, full = {mu_shift:.4f} meV")
print(f"shift of mu at 300 K, formula = {mu_formula:.4f} meV")
print(f"classical 3nk_B/2 = {C_classical:.4e} J/(m^3 K)")
print(f"gamma*T/classical at 300 K = {100*gamma*T0/C_classical:.2f} %")
print(f"absorbed fluence = {fluence:.1f} mJ/cm^2")
print(f"film thickness = {thickness:.0f} nm")
print(f"pulse length = {pulse:.0f} fs")
print(f"start temperature = {T0:.0f} K")
print(f"absorbed energy density = {u_abs:.3e} J/m^3")
print(f"peak electron temperature, gamma law = {T_hot:.1f} K")
print(f"peak electron temperature, full gas = {T_hot_full:.1f} K")
print(f"classical lattice heat capacity = {C_lattice:.4e} J/(m^3 K)")
print(f"electron/lattice heat capacity, 300 K = "
      f"{100*gamma*T0/C_lattice:.2f} %")
print(f"final common temperature rise, linear = {rise:.2f} K")
print(f"final common temperature rise, full = {T_common-T0:.2f} K")
print(f"rough electron-lattice coupling = {coupling:.1e} W/(m^3 K)")
print(f"upper estimate of loss during pulse = {100*loss:.1f} %")
print(f"Fermi speed = {v_F:.3e} m/s")
print(f"film crossing time at Fermi speed = {crossing:.1f} fs")
print(f"rough filled-band depth = {depth:.1f} eV")
print(f"filled-band share of C at peak = {100*band_share:.3f} %")
print(f"trial band mass / free mass = {mass_ratio:.1f} (no unit)")
print(f"gamma with trial band mass = {gamma_heavy:.2f} J/(m^3 K^2)")
print(f"peak temperature with trial mass = {T_hot_heavy:.1f} K")
print("all assertions hold")
```

It prints:

```
electron density n = 5.90e+28 1/m^3
given Fermi energy = 5.53 eV = 8.8600e-19 J
Fermi wavevector from n = 1.2044e+10 1/m
Fermi energy from n, formula = 5.526 eV
Fermi energy from n, box count = 5.529 eV
electrons in counted sphere = 1808178
power of E in state count = 1.499 (no unit)
Fermi temperature = 64173 K
k_B = 1.380649e-23 J/K
density of states at E_F = 9.9887e+46 1/(J m^3)
thermal integral, quadrature = 3.289868 (no unit)
alternating sum = 0.822467 (no unit)
share of integral within 8 k_B T = 98.3 %
gamma = 62.64 J/(m^3 K^2)
gamma*T at 300 K = 1.8792e+04 J/(m^3 K)
full Fermi-Dirac C at 300 K = 1.8791e+04 J/(m^3 K)
deviation of full C from gamma*T, 300 K = -0.0065 %
same deviation, 600 K = -0.0259 %
same deviation, 1200 K = -0.1039 %
same deviation, 10000 K = -8.94 %
shift of mu at 300 K, full = -0.0994 meV
shift of mu at 300 K, formula = -0.0994 meV
classical 3nk_B/2 = 1.2219e+06 J/(m^3 K)
gamma*T/classical at 300 K = 1.54 %
absorbed fluence = 0.1 mJ/cm^2
film thickness = 20 nm
pulse length = 100 fs
start temperature = 300 K
absorbed energy density = 5.000e+07 J/m^3
peak electron temperature, gamma law = 1298.6 K
peak electron temperature, full gas = 1299.0 K
classical lattice heat capacity = 2.4437e+06 J/(m^3 K)
electron/lattice heat capacity, 300 K = 0.77 %
final common temperature rise, linear = 20.30 K
final common temperature rise, full = 20.30 K
rough electron-lattice coupling = 2.0e+16 W/(m^3 K)
upper estimate of loss during pulse = 4.0 %
Fermi speed = 1.395e+06 m/s
film crossing time at Fermi speed = 14.3 fs
rough filled-band depth = 2.0 eV
filled-band share of C at peak = 0.055 %
trial band mass / free mass = 1.1 (no unit)
gamma with trial band mass = 68.90 J/(m^3 K^2)
peak temperature with trial mass = 1241.5 K
all assertions hold
```
